# Density and Distance of Interface Defects That Pin a Gate Fermi Level, part 2

A metal gate borders a dielectric of permittivity $\varepsilon$. A plane at distance $d$ from the gate holds $N$ defects per unit area, each a single donor: neutral when filled, of charge $+e$ when empty, with $e>0$. The question is when this sheet brings the gate Fermi level $E_F$ close to the defect level $E_D$, which matters for the effective work function of the gate. Formulas are in SI form, and $E_F$ and $E_D$ are electron energies. $E_D$ includes the effect of a charged defect's own image, which raises it by $e^2/(16\pi\varepsilon d)$. With $k$ the Boltzmann constant and $T$ the temperature,

$$
\Delta=E_D-E_F,\qquad x=\frac{\Delta}{kT},
$$

$$
U=\frac{e^2Nd}{\varepsilon kT}.
$$

Before charge transfer the values are $\Delta_0$ and $x_0=\Delta_0/kT$. The degeneracy of the filled state over that of the empty one is $g$.

Four assumptions are made: flat band with no other charge in the dielectric; a laterally uniform sheet with one common level; one charge transition; and equilibrium with the gate. The ionized fraction $p$ then obeys (Lemmas 1 and 3)

$$
x=x_0-U\,p(x),\qquad p(x)=\frac1{1+g\,e^{-x}},\qquad \frac{dp}{dx}=p(1-p).
$$

Lemma 3 derives $p(x)$ from the statistical weight of $n$ charged defects among $M$:

$$
W_n=\binom Mn\,g^{M-n}\exp\left(x_0n-\frac{Un^2}{2M}\right).
$$

The flat-band voltage shifts by $-(\Delta_0-\Delta)/e$.

**Theorem.** For $m>0$ and $x_0>m$, $|x|\le m$ if and only if

$$
(x_0-m)\left(1+g\,e^{-m}\right)\;\le\;U\;\le\;(x_0+m)\left(1+g\,e^{m}\right).
$$

The left-hand inequality, written for the density, is

$$
N\ \ge\ N_{\min}=\frac{\varepsilon\,(\Delta_0-m\,kT)}{e^2d}\left(1+g\,e^{-m}\right).
$$

**Lemma 2.** Two charged defects in the plane, a distance $r$ apart, interact with the energy

$$
v(r)=\frac{e^2}{4\pi\varepsilon}\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right].
$$

The gate is treated as an ideal conductor. A screening length $\lambda$ in the metal, in a region of vacuum permittivity $\varepsilon_0$, would give the effective distance $d+(\varepsilon/\varepsilon_0)\lambda$.

### What the limits say

**The product.** Written with dimensions, the lower limit is

$$
Nd\ \ge\ \frac{\varepsilon\,(\Delta_0-m\,kT)}{e^2}\left(1+g\,e^{-m}\right).
$$

Halving the distance doubles the required density, at fixed $\Delta_0$. A larger permittivity raises the requirement in proportion, because the dielectric screens the dipole layer.

**The floor.** Since $p<1$, the shift $x_0-x=Up$ is smaller than $U$, so that $U>x_0-m$ is necessary whatever the value of $g$. The factor $1+g\,e^{-m}$ is the price of incomplete ionization at the edge of the window.

**The tolerance.** As $m\to0$ both limits tend to $x_0(1+g)$, and the window closes. Placing the level at the Fermi level itself takes one particular strength, at which the fraction $1/(1+g)$ is ionized. A tolerance of a few $kT$ opens the window widely on the upper side, through the factor $e^{m}$.

**Acceptors.** An acceptor is neutral when empty and has charge $-e$ when filled. It raises the level, so $x=x_0+Uq$, where $q$ is the filled fraction. With $y=-x$ and $y_0=-x_0$ this becomes $y=y_0-Uq$. If $g_a$ is the degeneracy of the neutral state over that of the charged one, then $q=1/(1+g_a e^{-y})$. These are the donor equations again. The theorem holds with $x_0$ replaced by $-x_0$ and $g$ by $g_a$, and acceptors pin gates whose Fermi level starts above the defect level.

### Corollary 1: how firmly the level is held

*When the metal is changed, the level responds with the slope*

$$
\frac{dx}{dx_0}=\frac1{1+U\,p(1-p)} .
$$

*Proof.* Differentiating $x=x_0-U\,p(x)$ with respect to $x_0$ gives $dx/dx_0=1-U\,p(1-p)\,dx/dx_0$. Collecting the derivative on the left gives the result. $\square$

A slope of one means no pinning. The product $p(1-p)$ is largest at $p=1/2$, so the smallest slope is $1/(1+U/4)$. When nearly all donors are ionized, the slope returns towards one. The sheet has then given what charge it has, and the level follows the metal with a constant offset $U$. A small difference between $E_F$ and $E_D$ for one metal is therefore not the same thing as a weak dependence on the metal.

### Corollary 2: the range of gates held by one sheet

*At fixed $U$, the gates with $|x|\le m$ are those with*

$$
-m+U\,p(-m)\ \le\ x_0\ \le\ m+U\,p(m).
$$

*Proof.* The relation $x_0=x+U\,p(x)$ rises with $x$. Its values at $x=\mp m$ are the ends of the range. $\square$

### Worked example

Take round model parameters: $T=300$ K, relative permittivity 20, $d=1$ nm, $\Delta_0=0.6$ eV, $g=2$ and $m=3$. Then $kT=0.02585$ eV and

$$
x_0=\frac{0.6}{0.02585}=23.21,\qquad m\,kT=0.0776\ \text{eV}.
$$

The limits on the strength are

$$
(23.21-3)\times1.0996=22.2,\qquad (23.21+3)\times41.17=1079 .
$$

The dipole layer must shift the level by $0.6000-0.0776=0.5224$ eV. With every donor ionized this takes $5.77\times10^{13}\ \text{cm}^{-2}$. The correction for incomplete ionization gives

$$
N_{\min}=5.77\times10^{13}\times1.0996=6.35\times10^{13}\ \text{cm}^{-2}.
$$

At this density 90.9 % of the donors are ionized. If all were ionized, the potential step would be 0.5745 V; the actual step is $0.909\times0.5745=0.522$ V, and the flat-band voltage shifts by $-0.522$ V.

For other distances the uniform sheet requires the same product $Nd$. At $d=0.5$ nm the density must be $1.27\times10^{14}\ \text{cm}^{-2}$, and at $d=2$ nm it must be $3.17\times10^{13}\ \text{cm}^{-2}$. Conversely, a density of $10^{14}\ \text{cm}^{-2}$ needs a distance of 0.63 nm, and $10^{13}\ \text{cm}^{-2}$ needs 6.3 nm. These values hold $\Delta_0$ fixed, although the image energy contained in $E_D$ varies with $d$. At the largest distance it must also be asked whether the defects can still exchange electrons with the gate. At short distances the field sets a limit. A step of 0.522 V means a mean field between gate and sheet of 5.2 MV/cm at $d=1$ nm and 10.4 MV/cm at 0.5 nm. Such fields are comparable with or above the breakdown fields of high-k films, so these values illustrate the model and do not show that a real film would sustain the dipole layer.

The result is sensitive to the alignment put into it. An error of 0.1 eV in $\Delta_0$ changes $N_{\min}$ by $0.1/0.5224$, or 19 % of its value.

For the uniform sheet at $N_{\min}$, the slope is 0.35 at the edge $x=3$ and 0.15 at half ionization. The gates held within $3\,kT$ have $\Delta_0$ between $-0.064$ and $0.600$ eV. A range of 0.664 eV is thus compressed into $2m\,kT=0.155$ eV, an average slope of 0.23.

The limits, the slopes and the range of gates were tested against the explicit sum over the weights $W_n$ of Lemma 3, which does not use the formula for $p(x)$. At the two limits the sum gives $x=2.9999$ and $x=-2.9991$. The potential step was tested against a numerical solution of Poisson's equation. The values are listed in the numerical output.

### Discrete charges

At $N_{\min}$ the mean spacing of the charged defects, taken as the inverse square root of their density, is 1.32 nm. This is larger than $d$, so the uniform sheet is not justified in advance. A Monte Carlo calculation with point charges shows what it is worth in this example.

The defects occupy random sites of a square grid with a spacing of 0.4 nm, a model choice. If $s_j$ is one for a charged defect and zero for a neutral one, the local level at defect $i$ is

$$
x_i=x_0-\frac1{kT}\sum_{j\ne i}v(r_{ij})\,s_j .
$$

Defects are picked at random, and each is made charged with probability $p(x_i)$ and neutral otherwise. This is the equilibrium probability of its two states while the others are held fixed, so the procedure leaves the equilibrium distribution unchanged. Pair energies are used up to half the width of a periodic box; charges farther away act through their average. Each box holds a little over 400 defects, and the results are means over four arrangements of sites, with their standard errors.

The quantity compared is $x=x_0-UP$, where $P$ is the ionized fraction found. It is the position of the nominal level in the plane-averaged potential, and it determines the flat-band shift. As a test of the procedure, $v$ was replaced by a uniform interaction at $N_{\min}$. This gave $x=2.97$, where the theorem gives 3.

| $N/N_{\min}$ | $x$, point charges | $x$, uniform sheet |
|---|---|---|
| 1.0 | $3.01\pm0.07$ | 3.00 |
| 1.5 | $-1.31\pm0.11$ | 1.34 |
| 3.0 | $-4.64\pm0.02$ | 0.06 |

At the lower limit the two descriptions agree within the statistical error. At higher densities they part. At three times $N_{\min}$ the uniform sheet puts the level almost at the Fermi level, whereas the point charges have carried it $4.64\times0.02585=0.12$ eV below, outside the window of $3\,kT$.

The ionized fraction shows how this is possible. At three times $N_{\min}$ the strength is $U=3\times22.22=66.7$, so

$$
P=\frac{x_0-x}{U}=\frac{23.21+4.64}{66.7}=0.42 .
$$

A sharp level at $x=-4.64$ would be ionized to less than 1 %. But in equilibrium $P$ is the average of $p(x_i)$ over defects and configurations. For this average to reach 0.42, some local levels must lie at or above the value at which $p=0.42$, which is $\ln(2\times0.42/0.58)=0.4$. These levels are at least about $5\,kT$ above the nominal one. Electrons leave from sites where the repulsion by other charges is weaker than its plane average.

Two effects can contribute. Charged defects avoid one another, both because the grid never places two defects on one site and because they repel each other, and this lowers the repulsion they feel. The local levels also spread. From $dp/dx=p(1-p)$ it follows that

$$
\frac{d^2p}{dx^2}=p(1-p)(1-2p),
$$

so a spread about a fixed mean raises the average ionization where all the levels involved have $p<1/2$, and lowers it where they have $p>1/2$. The agreement at $N_{\min}$, where most donors are ionized, may come from a cancellation between this lowering and the effect of avoidance. That is a conjecture, as the calculation does not separate the two. The agreement also depends on the grid spacing, which is a model choice. At $N_{\min}$ a spacing of 0.25 nm gives $x\approx3.6$, outside the window, and a spacing of 0.55 nm gives $x\approx2.4$. The agreement should therefore not be assumed for other grids, distances, permittivities or arrangements of sites.

### Which limit can be used

The floor survives the change to discrete charges. For single donors in one plane $x=x_0-UP$ holds for any lateral arrangement, by Gauss's law applied to the plane average, and $P\le1$. Thus $U\ge x_0-m$ remains necessary. In the example, fewer than $5.77\times10^{13}$ donors per cm² cannot bring the nominal level, taken in the plane-averaged potential, within $3\,kT$, however they are arranged. The local levels of individual defects are not bound by this limit. The number also assumes an ideal metal. With a screening length of 0.02 nm the effective distance is 1.4 nm, and the floor falls to $5.77\times10^{13}/1.4=4.1\times10^{13}\ \text{cm}^{-2}$.

The upper limit belongs to the uniform sheet. In the example it is $3.1\times10^{15}\ \text{cm}^{-2}$, more than the one site per $(0.4\ \text{nm})^2$, or $6.3\times10^{14}\ \text{cm}^{-2}$, that the grid offers. With point charges the level left the window between 1.5 and 3 times $N_{\min}$. The upper limit of the theorem is therefore not a safe limit for real defects.

For the decision about the effective work function this gives a procedure. Compute $U$ from the density and distance of the defects. If $U<x_0-m$, the level is not pinned to the chosen tolerance, and the uniform sheet gives an estimate of the shift through $x=x_0-U\,p(x)$. If $U$ is near the lower limit of the theorem, the uniform sheet puts the level near the edge of the window. Point charges on the 0.4 nm grid gave the same position in the example. Other grid spacings move it by about half a $kT$ either way, and for other parameters it needs its own check. How strongly the level still follows the metal is a separate question. Corollary 1 gives a slope of 0.35 in the example, but only for the uniform sheet, and agreement in the position of the level does not imply agreement in the slope. If $U$ is well above the lower limit, the discreteness of the charge can move the level by several $kT$, as it did in the example, and a calculation with explicit charges is needed before the Fermi level is set equal to the defect level.

The other assumptions set limits too. A defect that can lose a second electron supplies more charge and has a second level, so its sheet needs a new count of states. Defects that do not reach equilibrium with the gate keep the charge they were given. They still shift the flat-band voltage, but the shift does not adjust itself to the metal, and that is no longer pinning.

## Computed results

```
temperature: 300 K
thermal energy kT: 0.02585 eV
relative permittivity: 20
sheet distance d: 1.0 nm
initial level position Delta0: 0.60 eV
x0 = Delta0/kT: 23.209
degeneracy ratio g: 2
tolerance m: 3 (m kT = 0.0776 eV)
lower limit of U: 22.221
upper limit of U: 1079.1
factor 1 + g exp(-m): 1.0996
factor 1 + g exp(m): 41.17
required density N_min: 6.349e+13 cm^-2
full-ionization floor for N: 5.774e+13 cm^-2
uniform-sheet upper density: 3.083e+15 cm^-2
required product N d: 6.349e+13 cm^-2 nm
N_min at d = 0.5 nm: 1.270e+14 cm^-2
N_min at d = 2.0 nm: 3.175e+13 cm^-2
distance needed at N = 1e+13 cm^-2: 6.349 nm
distance needed at N = 1e+14 cm^-2: 0.635 nm
ionized fraction at x = m: 0.9094
ionized fraction at x = -m: 0.0243
potential step, all ionized, Poisson: 0.5745 V
flat-band shift at N_min: -0.5224 V
partition-sum x at lower limit: 2.9999
partition-sum x at upper limit: -2.9991
pinning slope at x = m: 0.3533
pinning slope at half ionization: 0.1525
lowest Delta0 held at N_min: -0.0636 eV
highest Delta0 held at N_min: 0.6000 eV
site grid spacing, discrete charges: 0.4 nm
mean spacing of charged defects at N_min: 1.32 nm
Monte Carlo x, uniform interaction: 2.97
N = 1.0 N_min: x discrete 3.01 +/- 0.07, x uniform 3.00, defects per box 416
N = 1.5 N_min: x discrete -1.31 +/- 0.11, x uniform 1.34, defects per box 412
N = 3.0 N_min: x discrete -4.64 +/- 0.02, x uniform 0.06, defects per box 417
```
